# Rotatory Strengths from Response Eigenvectors: Origin Independence and the Zero-Sum Rule

## What fails without the velocity form

A circular dichroism calculation needs one signed number per excitation, the rotatory strength. Built from the position operator, this number can depend on where the coordinate origin was placed, both when the basis is finite and when the response kernel is inconsistent with the orbital equation; the example below has both defects. In the example below, the third excitation has length-form strength \(-0.0006\) atomic units (a.u.) at one origin and \(+0.0042\) at another 13 bohr away. The molecule, orbitals and eigenvectors are the same, yet the predicted band has changed sign. The velocity form gives \(-0.0007\) at both origins. These values belong to one finite basis and are not converged properties of the system.

A second difficulty concerns checking. The strengths of all excitations are expected to sum to zero, but in a finite basis, or with a kernel that does not match the orbital energies, a correct code can return a nonzero sum.

## Eigenproblem and completeness

The reference is a closed shell with real orbitals, occupied \(i,j,k\) and virtual \(a,b\). Hartree atomic units are used. For singlets and a static screened interaction \(W\),

\[
\begin{aligned}
A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)-W_{ij,ab},\\
B_{ia,jb}&=2(ia|jb)-W_{ib,ja}.
\end{aligned}
\]

Here \(W_{pq,st}\) is the integral of \(\phi_p\phi_q\) at one point and \(\phi_s\phi_t\) at the other with \(W\), which is symmetric in its two points. Replacing \(W\) by the bare Coulomb interaction and using Hartree–Fock energies gives time-dependent Hartree–Fock (TDHF).

The eigenvectors satisfy \(AX+BY=\Omega X\) and \(BX+AY=-\Omega Y\). Adding and subtracting these equations gives

\[
(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y).
\]

The normalization \(X\cdot X-Y\cdot Y=1\) is the same as \((X+Y)\cdot(X-Y)=1\), because the cross terms cancel.

Let \(M=A-B\) and \(K=A+B\), both assumed positive definite. Diagonalize \(M^{1/2}KM^{1/2}T=T\Omega^2\) with \(T\) orthogonal and \(\Omega\) the diagonal matrix of positive energies. Collect the vectors \(X+Y\) as columns of \(U\) and \(X-Y\) as columns of \(Z\):

\[
U=M^{1/2}T\Omega^{-1/2},\qquad Z=KU\Omega^{-1}=M^{-1/2}T\Omega^{1/2}.
\]

The last equality uses \(KM^{1/2}T=M^{-1/2}T\Omega^2\). Since \(TT^T=1\),

\[
U^TZ=1,\qquad UZ^T=1,\qquad Z\Omega^{-1}Z^T=M^{-1}. \tag{1}
\]

The first relation is the normalization; the other two give the sum rules.

## From eigenvectors to strengths

The singlet excitation operator belonging to this sign convention is

\[
Q_n^\dagger=\frac1{\sqrt2}\sum_{ia\sigma}\left(X_{ia}\,c^\dagger_{a\sigma}c_{i\sigma}-Y_{ia}\,c^\dagger_{i\sigma}c_{a\sigma}\right).
\]

With \(|n\rangle=Q_n^\dagger|0\rangle\) and \(Q_n|0\rangle=0\), a spin-independent one-electron operator \(O\) has \(\langle0|O|n\rangle=\langle0|[O,Q_n^\dagger]|0\rangle\). At the level of linear response the commutator is evaluated in the reference determinant. The first term of \(Q_n^\dagger\) contributes \(O_{ia}X_{ia}\). In the second, the commutator gives \(-O_{ai}\), and the minus sign before \(Y\) makes it positive. The spin sum gives 2, so

\[
\langle0|O|n\rangle=\sqrt2\sum_{ia}\left(O_{ia}X_{ia}+O_{ai}Y_{ia}\right).
\]

A real symmetric matrix therefore couples to \(X+Y\), and a real antisymmetric one to \(X-Y\). Position is of the first kind. The operators \(\nabla\) and \(\mathbf r\times\nabla\) are of the second, by integration by parts. Define \(\mathbf g_{ia}=\langle i|\nabla|a\rangle\), \(\mathbf l_{ia}=\langle i|\mathbf r\times\nabla|a\rangle\), and

\[
\begin{aligned}
\mathbf r_n&=\sum_{ia}\mathbf r_{ia}(X+Y)_{ia},\\
\mathbf d_n&=\sum_{ia}\mathbf g_{ia}(X-Y)_{ia},\\
\mathbf l_n&=\sum_{ia}\mathbf l_{ia}(X-Y)_{ia}.
\end{aligned}
\]

The electric dipole operator is \(\boldsymbol\mu=-\mathbf r\). The magnetic one is \(\mathbf m=-\mathbf L/2\), without a factor \(1/c\). Since \(\mathbf L=-i\,\mathbf r\times\nabla\), we have \(\mathbf m=(i/2)\,\mathbf r\times\nabla\), and

\[
\langle0|\boldsymbol\mu|n\rangle=-\sqrt2\,\mathbf r_n,\qquad
\langle n|\mathbf m|0\rangle=\left(\tfrac{i}{2}\sqrt2\,\mathbf l_n\right)^*=-\tfrac{i}{2}\sqrt2\,\mathbf l_n .
\]

Their scalar product is \(i\,\mathbf r_n\cdot\mathbf l_n\): the two factors \(\sqrt2\) cancel the \(1/2\). The length form is thus

\[
R_n^L=\operatorname{Im}\langle0|\boldsymbol\mu|n\rangle\cdot\langle n|\mathbf m|0\rangle=\mathbf r_n\cdot\mathbf l_n. \tag{2}
\]

For exact states of a Hamiltonian with local potentials, \([H,\mathbf r]=-\nabla\), summed over electrons. Its matrix element between \(\langle0|\) and \(|n\rangle\) is \(-\Omega_n\langle0|\mathbf r|n\rangle=-\langle0|\nabla|n\rangle\). Replacing \(\mathbf r_n\) by \(\mathbf d_n/\Omega_n\) gives

\[
R_n^V=\frac{\mathbf d_n\cdot\mathbf l_n}{\Omega_n}. \tag{3}
\]

In an approximate calculation (3) is a definition, and its agreement with (2) has to be examined.

The factors and signs in (2) can be checked without eigenvectors. Apply the pulse \(\kappa\mu_x\delta(t)\). To first order the state becomes \(|0\rangle-i\kappa\mu_x|0\rangle\), and the induced magnetic moment is

\[
\delta\langle m_x\rangle(t)=2\kappa\operatorname{Im}\sum_n\langle0|m_x|n\rangle\langle n|\mu_x|0\rangle e^{-i\Omega_nt}.
\]

Repeat this for \(y\) and \(z\) and add. The product of matrix elements is the complex conjugate of the one in (2), so its sum over directions is \(-iR_n^L\), and

\[
\frac1\kappa\sum_{\alpha=x,y,z}\delta\langle m_\alpha\rangle(t)=-2\sum_nR_n^L\cos\Omega_nt. \tag{4}
\]

Direct propagation of the TDHF density matrix in the 6-31G basis agrees with (4) to \(3\times10^{-9}\) a.u. at the sampled times, for a signal of up to 0.13 a.u.

## Origin independence of the velocity form

Move the origin to \(\mathbf a\), so that \(\mathbf r\) becomes \(\mathbf r-\mathbf a\), while the basis functions stay attached to the atoms. The eigenvectors do not change. Nor does \(\mathbf r_n\), because \(\mathbf a\langle i|a\rangle=0\). The gradient does not contain the origin. The angular matrix changes linearly:

\[
\mathbf l_{ia}\to\mathbf l_{ia}-\mathbf a\times\mathbf g_{ia},\qquad
\mathbf l_n\to\mathbf l_n-\mathbf a\times\mathbf d_n .
\]

The second relation follows because \(\mathbf l_n\) and \(\mathbf d_n\) are contracted with the same vector \(X-Y\). Therefore

\[
\Delta R_n^V=-\frac{\mathbf d_n\cdot(\mathbf a\times\mathbf d_n)}{\Omega_n}=0,\qquad
\Delta R_n^L=-\mathbf r_n\cdot(\mathbf a\times\mathbf d_n). \tag{5}
\]

The first triple product has two equal vectors. No completeness, exact eigenfunction or particular kernel was used, so the velocity form is origin independent in any fixed finite basis. The length form is invariant for every \(\mathbf a\) only if \(\mathbf r_n\) and \(\mathbf d_n\) are parallel or one of them vanishes.

The proof shows what an implementation must preserve. If \(\mathbf d_n\) were contracted with \(X-Y\) and \(\mathbf l_n\) with \(X+Y\), the shift would contain a different gradient vector and the cancellation would be lost. The same happens if the gradient in \(\mathbf d_n\) is replaced by a corrected velocity operator, for instance one that includes a nonlocal potential, while \(\mathbf l_n\) keeps the plain gradient.

Invariance is a limited check. Reversing the sign of every \(\mathbf l_{ia}\) reverses all strengths, but they remain invariant; a wrong overall factor also survives. The sign of the angular integrals therefore needs a separate check, here by quadrature on a grid.

## When the two forms agree

Let \(\mathbf r\) and \(\mathbf g\) also denote the arrays \(\mathbf r_{ia}\) and \(\mathbf g_{ia}\), and define the residual

\[
\boldsymbol\rho=(A-B)\mathbf r-\mathbf g.
\]

Contract the second response equation with \(\mathbf r\). Since \(A-B\) is symmetric, \(\Omega_n\mathbf r_n=\sum_{ia}[(A-B)\mathbf r]_{ia}(X-Y)_{ia}\), and so

\[
R_n^L-R_n^V=\frac1{\Omega_n}\Bigl[\sum_{ia}\boldsymbol\rho_{ia}(X-Y)_{ia}\Bigr]\cdot\mathbf l_n. \tag{6}
\]

A vanishing residual makes the forms equal for every state. To find sufficient conditions for this, take an orbital Hamiltonian \(F=-\nabla^2/2+v+\Sigma\) with local \(v\) and static screened exchange

\[
\Sigma(\mathbf r,\mathbf r')=-\sum_k\phi_k(\mathbf r)W(\mathbf r,\mathbf r')\phi_k(\mathbf r').
\]

Assume that \(F\phi_i=\varepsilon_i\phi_i\) holds also outside the basis span, and that each component of \(\mathbf r\phi_i\) lies in the span. The first assumption gives \(\langle i|F\mathbf r|a\rangle=\varepsilon_i\mathbf r_{ia}\). The second gives \(\langle i|\mathbf rF|a\rangle=\varepsilon_a\mathbf r_{ia}\), because only the projection of \(F\phi_a\) on the span is then needed. Subtracting, and using \([-\nabla^2/2,\mathbf r]=-\nabla\),

\[
(\varepsilon_i-\varepsilon_a)\mathbf r_{ia}=-\mathbf g_{ia}+\langle i|[\Sigma,\mathbf r]|a\rangle .
\]

The kernel of \([\Sigma,\mathbf r]\) is \(\Sigma(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)\). Attach each position factor to the occupied orbital \(\phi_k\) at the same point and expand \(\mathbf r\phi_k=\sum_q\mathbf r_{qk}\phi_q\):

\[
\langle i|[\Sigma,\mathbf r]|a\rangle=-\sum_{kq}\mathbf r_{qk}\left(W_{ik,qa}-W_{iq,ka}\right).
\]

For occupied \(q\), exchanging the names \(q\) and \(k\) changes the sign of the bracket but not \(\mathbf r_{qk}\), so these terms cancel. For virtual \(q=b\), rename \(k\) as \(j\). Moving the result to the other side gives

\[
\mathbf g_{ia}=(\varepsilon_a-\varepsilon_i)\mathbf r_{ia}-\sum_{jb}\left(W_{ij,ab}-W_{ib,ja}\right)\mathbf r_{jb}=[(A-B)\mathbf r]_{ia}.
\]

Thus \(\boldsymbol\rho=0\) if the two basis conditions hold and the same static \(W\) enters the orbital equation and the response kernel. TDHF on Hartree–Fock orbitals meets the matching condition. A Bethe–Salpeter (BSE) calculation with dynamic \(GW\) energies and a static kernel does not generally meet it, even in a complete basis. Its velocity strengths remain origin independent, but they need not equal the length strengths.

In the Tamm–Dancoff approximation, \(B\) is dropped and \(Y=0\). Both forms then use \(X\), and the proof of (5) is unchanged. The residual becomes \(A\mathbf r-\mathbf g=\boldsymbol\rho+B\mathbf r\), so a matched kernel no longer ensures that the forms agree.

## The sum over all excitations

Insert \(UZ^T=1\) from (1) into the length form:

\[
\sum_nR_n^L=\sum_{ia}\mathbf r_{ia}\cdot\mathbf l_{ia}. \tag{7}
\]

For fixed orbitals this is independent of the kernel and the orbital energies. The Tamm–Dancoff value is the same, since \(\sum_nX_nX_n^T=1\).

Let \(P\) project on the basis span. Antisymmetry gives \(\mathbf l_{ia}=-\mathbf l_{ai}\). The sum over virtual orbitals may be extended to the whole basis, because the added terms \(\sum_{ij}\mathbf r_{ij}\cdot\mathbf l_{ji}\) combine a symmetric and an antisymmetric matrix and vanish. Hence

\[
\sum_nR_n^L=-\sum_i\langle i|\mathbf r\cdot P(\mathbf r\times\nabla)|i\rangle .
\]

Now write \(P=1-(1-P)\). The term with 1 is zero because \(\mathbf r\cdot(\mathbf r\times\nabla\phi_i)=0\) at every point. With \((1-P)^2=1-P\),

\[
\sum_nR_n^L=\sum_i\left\langle(1-P)\mathbf r\phi_i\,\middle|\,(1-P)(\mathbf r\times\nabla)\phi_i\right\rangle, \tag{8}
\]

where the bracket includes a scalar product over directions. The length sum is an overlap of two basis errors. It vanishes if either \(\mathbf r\phi_i\) or \((\mathbf r\times\nabla)\phi_i\) lies in the span for every occupied orbital. It may also be small through cancellation of signs.

Equation (4) gives the physical meaning. At \(t=0^+\) its right side is \(-2\sum_nR_n^L\). In a complete basis the pulse along \(x\) multiplies the wavefunction by \(e^{i\kappa x}\) for each electron and adds momentum along \(x\). This cannot change \(L_x=yp_z-zp_y\), so there is no immediate magnetic signal. A finite basis generally represents the momentum kick imperfectly; to first order the kick is exact if every \(\mathbf r\phi_i\) lies in the span.

For the velocity form, the last relation in (1) gives

\[
\sum_nR_n^V=\sum_{ia,jb}\mathbf g_{ia}\cdot\left[(A-B)^{-1}\right]_{ia,jb}\mathbf l_{jb}.
\]

Substituting \(\mathbf g=(A-B)\mathbf r-\boldsymbol\rho\) separates two causes of failure:

\[
\sum_nR_n^V=\sum_nR_n^L-\sum_{ia,jb}\boldsymbol\rho_{ia}\cdot\left[(A-B)^{-1}\right]_{ia,jb}\mathbf l_{jb}. \tag{9}
\]

The velocity sum is origin independent because each term is. It is guaranteed to vanish when both the length sum and the residual vanish. Origin independence and the zero-sum rule are separate properties: the first needs neither condition.

Both rules involve all solutions with positive \(\Omega_n\), including those that represent the continuum in the basis. Neither applies to the lowest few roots of an iterative solver.

## Two hydrogen molecules in a chiral arrangement

The example contains two hydrogen molecules with bond length 1.4 bohr, placed without symmetry. The intermolecular H–H distances are only 3.1 to 3.7 bohr and the Hartree–Fock energy lies about 1 eV above that of two separate molecules, so this is a model geometry and not a bound dimer. The BSE calculation uses Hartree–Fock orbitals, linearized \(G_0W_0\) energies and static screening from the random-phase approximation. It omits vibrations, dynamic effects in the kernel and self-consistency in \(GW\), and it retains a basis error. The coordinates, exponents and full results are in the numerical output.

In the largest basis, with s, p and d functions, the first excitation has \(\Omega_1=0.367436\) hartree, or 10.0 eV. Its vectors are

\[
\begin{aligned}
\mathbf r_1&=(-0.009334,\ 0.067086,\ -0.024958)\ \text{bohr},\\
\mathbf d_1&=(-0.003193,\ 0.026748,\ -0.009781)\ \text{bohr}^{-1},\\
\mathbf l_1&=(-0.085549,\ -0.821050,\ 0.320790).
\end{aligned}
\]

The two strengths, in a.u., are

\[
\begin{aligned}
R_1^L&=0.000799-0.055081-0.008006=-0.06229,\\
R_1^V&=\frac{0.000273-0.021961-0.003138}{0.367436}=-0.06757 .
\end{aligned}
\]

They differ by 8% of the velocity value. With 1 a.u. equal to \(471.444\times10^{-40}\) cgs units, \(R_1^V\) is \(-31.9\times10^{-40}\) cgs. The digits serve the arithmetic and are not basis converged. \(R_1^V\) is \(-0.0668\) in aug-cc-pVTZ, \(-0.0637\) in aug-cc-pVQZ, and \(-0.0598\) when the spd set is extended by diffuse s and p functions (exponent 0.02) and two tight s functions (36.75 and 128.6), a shift of up to 12%. \(\Omega_1\) lies between 0.3666 and 0.3693 hartree in these bases.

For \(\mathbf a=(10,-7,5)\) bohr,

\[
\mathbf a\times\mathbf d_1=(-0.06527,\ 0.08185,\ 0.24513).
\]

Subtracting this from \(\mathbf l_1\) gives \((-0.0203,-0.9029,0.0757)\), in agreement with integrals recomputed at the new origin. The third component has fallen to a quarter of its value, yet \(R_1^V\) is unchanged. The length strength changes by

\[
-\mathbf r_1\cdot(\mathbf a\times\mathbf d_1)=-(0.000609+0.005491-0.006118)\approx+0.00002 .
\]

The three terms nearly cancel for this state and displacement. For the third state the change is \(+0.0049\), which reverses the sign of a strength that was only \(-0.0006\). One stable band does not establish that the length form is safe for the others. The sign reversal is specific to this basis and to BSE. TDHF in the same basis moves the third strength only from \(-0.0015\) to \(-0.0003\). In the extended basis the third BSE root drops from 0.429 to 0.402 hartree and its length strength moves from \(-0.0011\) to \(-0.0001\). In aug-cc-pVQZ none of the four lowest states changes sign, although the second still shifts by 0.005 a.u.

## Reading the sums and mismatches

With s functions alone, the length sum is 0.0683 a.u. for both TDHF and BSE, as (7) requires; it depends on the origin and is 0.0659 a.u. at the displaced one. A controlled test keeps these s-only occupied orbitals and adds p functions with the same exponents to the virtual space. Multiplying an s Gaussian by a coordinate gives the same Gaussian times a constant plus a p function of the same exponent, so \(\mathbf r\phi_i\) now lies in the span. The sum falls to rounding error, about \(10^{-16}\), although the basis is far from complete.

When the occupied orbitals are reoptimized, they acquire p components and this closure is lost. The length sum, which again depends on the origin, is then \(4\times10^{-6}\) in the sp basis and \(5\times10^{-5}\) in the spd basis, with the origin at the midpoint of the first molecule. It rises even though the squared norm of \(\mathbf r\phi_i\) outside the span, summed over \(i\), falls from 0.0034 to 0.0013 bohr². Equation (8) allows this, because the sum is a signed overlap and not a norm. A smaller sum therefore does not prove a better basis.

The relative mismatch is the norm of \(\boldsymbol\rho\) divided by that of \(\mathbf g\). For TDHF it drops from 1.12 in the s basis to 0.038 in sp, then is 0.040 in spd. The last step brings no improvement. Neither basis condition is met exactly in sp or spd, and these calculations do not separate their contributions to the residual.

The effect of matching is isolated by scaling the exchange in the spd basis. With half the exchange in both the orbital equation and the kernel, the mismatch is 0.034. With full exchange in the orbitals but half in the kernel, it is 0.31. In this basis the residual is thus small at both half and full exchange, provided that the orbital equation and the kernel use the same fraction. The BSE value is 0.055, compared with 0.040 for TDHF on the same orbitals.

The spd velocity sums are \(1.1\times10^{-4}\) a.u. for TDHF and \(-1.8\times10^{-3}\) for BSE. The BSE sum is small beside the sum of absolute strengths, 1.37 a.u., but it does not shrink from sp to spd. The deliberately mismatched calculation has a sum of only \(0.8\times10^{-3}\), smaller in magnitude than the BSE sum despite its much larger residual. The sum is therefore a poor measure of kernel consistency; the residual \(\boldsymbol\rho\) tests it more directly, once the basis error is known.

The ten lowest BSE states have a velocity sum of \(-0.054\) a.u., thirty times the full sum in magnitude. Both numbers depend on the basis: the ten-state sum is \(+0.017\) in aug-cc-pVTZ, \(+0.039\) in aug-cc-pVQZ and \(-0.013\) in the extended spd set, while the full BSE sum lies between \(-0.7\times10^{-3}\) and \(-2.4\times10^{-3}\). Higher states supply the compensating strength, so a nonzero sum over a computed spectral window is no evidence of an error.

For an implementation, (7) and the expression with \((A-B)^{-1}\) are the sharper checks. For the full response problem both must hold to numerical precision in any basis when all roots are included, whether or not the sums are zero. In the Tamm–Dancoff approximation \(\sum_nX_nX_n^T/\Omega_n=A^{-1}\), so \(A^{-1}\) replaces \((A-B)^{-1}\) in the velocity sum.

## Calculated quantities

```
All strengths R in atomic units (e^2 hbar bohr / m_e) unless stated
H atom 1 position (bohr): 0.000000 0.000000 -0.700000
H atom 2 position (bohr): 0.000000 0.000000 0.700000
H atom 3 position (bohr): 3.000000 -0.420000 0.240000
H atom 4 position (bohr): 3.000000 0.420000 1.360000
s and p exponents (bohr^-2): 0.07 0.245 0.86 3.0 10.5
d exponents (bohr^-2): 0.245 0.86
Kick test, 6-31G TDHF: largest signal 0.127749 a.u., largest error 2.8e-09 a.u.
Basis s: functions 20, states 36, norm^2 of r*phi outside span 2.702228 bohr^2
  sum R length, TDHF and BSE: 0.0682847 0.0682847
  sum R velocity, TDHF and BSE: 0.0478189 0.0483172
  relative mismatch of (A-B)r and grad, TDHF and BSE: 1.11691 1.10250
Basis sp: functions 80, states 156, norm^2 of r*phi outside span 0.003387 bohr^2
  sum R length, TDHF and BSE: 0.0000041 0.0000041
  sum R velocity, TDHF and BSE: 0.0001615 -0.0010712
  relative mismatch of (A-B)r and grad, TDHF and BSE: 0.03819 0.05182
Basis spd: functions 120, states 236, norm^2 of r*phi outside span 0.001347 bohr^2
  sum R length, TDHF and BSE: 0.0000471 0.0000471
  sum R velocity, TDHF and BSE: 0.0001111 -0.0017949
  relative mismatch of (A-B)r and grad, TDHF and BSE: 0.03952 0.05461
s-only occupied orbitals, s virtuals: sum R length 0.0682847
same occupied orbitals, sp virtuals: sum R length 7.1e-17
Exchange 0.5 in orbitals and kernel: mismatch 0.03406, sum R velocity -0.0001309
Exchange 1 in orbitals, 0.5 in kernel: mismatch 0.30953, sum R velocity 0.0007600
spd HF energies, orbitals 1-3 (hartree): -0.679793 -0.502785 0.083560
spd G0W0 energies, orbitals 1-3 (hartree): -0.681012 -0.516498 0.074291
Displaced origin (bohr): 10.000000 -7.000000 5.000000
BSE state 1: Omega 0.367436 hartree, R length -0.062289, R velocity -0.067566
  displaced origin: R length -0.062271, R velocity -0.067566
BSE state 2: Omega 0.403216 hartree, R length 0.077964, R velocity 0.082018
  displaced origin: R length 0.079723, R velocity 0.082018
BSE state 3: Omega 0.429033 hartree, R length -0.000632, R velocity -0.000744
  displaced origin: R length 0.004237, R velocity -0.000744
BSE state 4: Omega 0.478748 hartree, R length 0.000591, R velocity 0.000568
  displaced origin: R length 0.000560, R velocity 0.000568
State 1 r_n (bohr): -0.009334 0.067086 -0.024958
State 1 d_n (bohr^-1): -0.003193 0.026748 -0.009781
State 1 l_n (dimensionless): -0.085549 -0.821050 0.320790
State 1 l_n at displaced origin (dimensionless): -0.020278 -0.902898 0.075659
State 1 Omega: 9.9985 eV
Conversion of R: 1 a.u. = 471.444 x 10^-40 cgs
State 1 R velocity: -31.854 x 10^-40 cgs
BSE sum of R velocity over lowest 10 states: -0.053523
BSE sum of |R velocity| over all states: 1.370831
```
